Why spin-orbit coupling cannot polarize the current in a single-mode lead

A strip of two-dimensional electron gas with Rashba spin-orbit coupling lies between two nonmagnetic wires, and no magnetic field is applied. A small voltage drives unpolarized electrons from a reservoir on the left through the strip and into a narrow wire on the right. Inside the strip the spin precesses about an axis set by the momentum, and walls and barriers keep changing the momentum. The question is whether the current in the narrow wire is spin polarized.

The belief under examination is that it must be, as long as the strip has no spatial symmetry that forbids it. The reasoning is that the transmission amplitude t is a matrix in spin space with no special structure, so the two spin directions along some axis are transmitted with different probabilities, and an unpolarized beam leaves polarized. Much of this is right. In the model below t mixes the spins strongly, the current builds up a spin density in the strip, and the same device does send a polarized current into its wide wire. The belief fails for a wire with one open transverse mode in a two-terminal device with time reversal. There the polarization vanishes identically, because it is fixed by the reflection back into that wire, and time reversal leaves a one-mode reflection no spin structure.

**What is measured**

The electrons are independent and phase coherent between the reservoirs; a static, real, spin-independent potential is allowed. There are two leads, L and R, without spin-orbit coupling or field, so that spin is conserved in them and the spin current is well defined. At energy E the flux-normalized amplitudes a of incoming and b of outgoing waves are related by b = Sa, with

S = [[r, t'], [t, r']].

Each index runs over open transverse modes and spin. The block t carries L to R, and r' reflects R into R. An unpolarized reservoir fills every incoming channel of its lead incoherently with the Fermi factor f. The outgoing flux matrix in R is therefore t t† f_L + r' r'† f_R, and the incoming one is 1·f_R. Flux conservation makes S unitary, and the RR block of SS† = 1 is

t t† + r' r'† = 1.  (1)

The net flux matrix in R is then t t† f_L + (r' r'† − 1) f_R = t t† (f_L − f_R). With σ the Pauli vector, acting as the identity on mode labels, define

T = Tr(t t†),  s = Tr(σ t t†),  P = s/T.

A one-dimensional channel carries 1/h particles per unit time and unit energy, so the particle current is (1/h)∫T(f_L − f_R)dE and the spin current in R is (ħ/2)(1/h)∫s(f_L − f_R)dE. The linear conductance at zero temperature is G = (e²/h)T. Since Tr σ = 0, equation (1) gives

s = −Tr(σ r' r'†).  (2)

The spin current in R, for either sign of the bias, is determined by the reflection block of R alone.

**A model and its scattering matrix**

Energies are in meV and lengths in nm, the natural scales of such a wire. The model is a square lattice with spacing a, hopping t0 = ħ²/2m*a², on-site energy 4t0 plus a potential, and the Rashba term α(σx ky − σy kx). The lattice form of kx acting on ψ is [ψ(x+a) − ψ(x−a)]/2ia, and likewise for ky, so the 2×2 bond matrices are

H(x, x+a) = −t0 − ασy/2ia = −t0 + iασy/2a,
H(y, y+a) = −t0 + ασx/2ia = −t0 − iασx/2a.

A lead W sites wide with hard walls has α = 0 and real transverse modes χn(y) ∝ sin(nπy/(W+1)), y = 1…W, with thresholds εn = 2t0[1 − cos(nπ/(W+1))]. A wave χn λ^j on slice j, counted outward, solves the lead equation if E = εn + 2t0 − t0(λ + 1/λ). For an open mode λn = exp(ikn a) and vn = 2t0 sin(kn a), which is ħ/a times the velocity. For a closed mode λn is real and |λn| < 1.

Let slice j = 0 be the last slice of the scattering region. In open mode n the amplitude on slice j is (an λn^(−j) + bn λn^j)/√vn. On slice 1 this equals λn times the amplitude on slice 0 plus an(1/λn − λn)/√vn, and 1/λn − λn = −2i sin(kn a) = −i vn/t0. A closed mode has only the first term. The Schrödinger equation of the region is (E − H)ψ + t0ψ(1) = 0, the last term acting on slice 0. Inserting ψ(1) gives

(E − H − Σ)ψ = i W a,  Σ = −t0 Σn λn χn χnᵀ,

where the columns of W are √vn χn ⊗ spin for the open modes of all leads. With G = (E − H − Σ)⁻¹ (the Green function; the conductance is named as such below) this is ψ = iGWa. Projecting slice 0 on the modes gives a + b = Wᵀψ, so

S = −1 + i WᵀGW.  (3)

This S is unitary. Closed modes add real symmetric terms to Σ, so Γ = i(Σ − Σ†) = WWᵀ, and G − G† = G(G†⁻¹ − G⁻¹)G† = G(Σ − Σ†)G† = −iGΓG†. Then SS† = 1 − iWᵀ(G − G†)W + WᵀGWWᵀG†W = 1 − WᵀGΓG†W + WᵀGΓG†W = 1.

**Time reversal**

For spin ½ the time-reversal operator is Θ = iσy K, with K complex conjugation, and invariance means σy H* σy = H. The identity that carries the argument is

σy σᵀ σy = σy σ* σy = −σ.  (4)

It holds because σx and σz are symmetric and anticommute with σy, while σy is antisymmetric and commutes with itself. A bond of the form −t0 + i c·σ with real c is invariant: conjugation gives −t0 − i c·σ*, and (4) turns this back into −t0 + i c·σ. Both Rashba bonds have this form, as does any spin-orbit hopping with a real vector c.

H is Hermitian, so H* = Hᵀ and Hᵀ = σyHσy. The self-energy is symmetric and trivial in spin, so Σᵀ = Σ = σyΣσy. Inverting (E − H − Σ)ᵀ = σy(E − H − Σ)σy gives Gᵀ = σyGσy. W is real and commutes with σy, so (3) yields Sᵀ = −1 + iWᵀGᵀW = σySσy, or

S = σy Sᵀ σy.  (5)

The transpose acts on lead, mode and spin indices together. The RR block gives r' = σy r'ᵀ σy and the off-diagonal block gives t' = σy tᵀ σy.

**One open mode**

If R has one open mode, r' is a 2×2 matrix and can be written r' = r0 + ρ·σ with a complex number r0 and a complex vector ρ. By (4), σy r'ᵀ σy = r0 − ρ·σ, so (5) demands ρ = −ρ and hence ρ = 0. Equation (1) becomes

t t† = (1 − |r0|²) 1₂,  T = 2(1 − |r0|²),  s = 0.  (6)

All three components of P vanish. The number of modes in L, the shape of the region and the strength and form of the spin-orbit coupling did not enter. The result holds at each energy separately, so it covers any bias window in which R has one open mode. At finite temperature the energies above the second threshold of R also enter the integral over s(f_L − f_R), and for them (6) does not hold.

The step ρ = 0 has a path meaning. An electron enters from R, follows a path through the strip and returns to the same mode with its spin rotated by u = cos(θ/2) − i sin(θ/2) n·σ. Equation (5) pairs this path with its reverse, which has the same orbital amplitude and the spin factor σy uᵀ σy = cos(θ/2) + i sin(θ/2) n·σ = u⁻¹. The sum u + u⁻¹ = 2cos(θ/2) is a number. Reflection into R is blind to spin, and by (1) each outgoing spin state of R receives from L the flux that reflection leaves unfilled.

The other unitarity relation, S†S = 1, has the block t'†t' + r'†r' = 1, so t'†t' = (1 − |r0|²)1₂: the probability of leaving the single-mode lead does not depend on the spin injected there.

**The number**

The parameters are round model values: m* = 0.05 mₑ, a = 5 nm, α = 40 meV nm, which give t0 = 30.48 meV and α/2a = 4 meV. For motion along x in the continuum the branches ħ²k²/2m* ∓ αk differ in k by 2m*α/ħ² at fixed energy, so one full precession takes πħ²/m*α = 2πt0a²/α = 119.7 nm, about the length of the 24×12-site Rashba region. The left lead is 12 sites wide. The right lead is 5 sites wide and attached at the lower edge, and a 100 meV barrier covers columns 9–11 and rows 0–4 (counted from zero), so no mirror symmetry is left. The thresholds are 1.77, 6.98, 15.33, 26.33, 39.34 meV on the left and 8.17, 30.48, 60.96 meV on the right. Computed values are listed in the numerical output; the others follow from them by the arithmetic shown.

At E = 20 meV three modes are open on the left and one on the right, so t is a 2×6 matrix. The reflection amplitude is r0 = 0.08945 + 0.08239i, so |r0|² = 0.00800 + 0.00679 = 0.01479 and 2(1 − 0.01479) = 1.9704, equal to T computed from t. The conductance is 1.9704 × 38.74 μS = 76.3 μS. Of the total T, the part 1.154, or 59 percent, comes from elements of t that flip the spin along z. The device has no mirror symmetry and t mixes the spins strongly, and yet |P| = 5.5×10⁻¹⁶, which is rounding error.

The strip reflects little back into the narrow wire at this energy, and this weakens a single number as evidence. The eigenvalues of a 2×2 matrix t t† are (T ± |s|)/2, and (1) limits them to at most 1, so

|s| ≤ 2 − T.  (7)

At T = 1.9704 unitarity alone already caps |P| at 0.0296/1.9704 = 0.015. The computed value lies thirteen orders of magnitude below that cap, so the cap is not the cause. The zero was also tested in a scan from 10 to 30 meV, where the largest |P| is 2.3×10⁻¹⁵, and in samples with random on-site energies and a random real vector c added on every bond of the region, where the largest |P| at 20 meV is 7.2×10⁻¹⁶. The same disordered samples give at least 0.106 at 35 meV.

**Spin current and spin density**

The polarization can be found without S. From iħ dψx/dt = Vψ(x+1) + … with V = H(x, x+1), the rate of change of ψx†ψx contains (2/ħ) Im(ψx†Vψ(x+1)), so the flux from slice x to x+1 is −(2/ħ) Im(ψx†Vψ(x+1)). Summing over the states ψ = iGW injected from L gives Σψψ† = GΓ_L G† = Gⁿ. In the lead V commutes with σ, and in units of the incident flux per channel the spin flux is −2 Im Tr[σ V Gⁿ(x+1, x)]. Spin is conserved in the lead, so this has the same value on every bond and equals its asymptotic value s, even next to the junction where evanescent waves are present. Evaluated on the first bond inside the right lead, with self-energies taken from a numerical diagonalization of the lead transfer matrix instead of the analytic modes, the particle flux is 1.970423, equal to T, and the spin flux is 7.7×10⁻¹⁶.

The spin density does not vanish. Summed over the width of the lead, cross terms between different modes drop out by orthogonality, the open mode contributes s/v = 0, and closed mode n contributes a term proportional to λn^(2j). With λ = exp(−κa) the dispersion relation gives cosh κa = 1 + (ε₂ − E)/2t0 = 1 + 10.48/60.96 = 1.172 for the slowest one, so κa = 0.5783 and exp(−2κa) = 0.3146. Far from the junction, where only this mode survives, the computed ratio of spin densities on successive slices is 0.3146; close to the junction the faster-decaying closed modes also contribute and the ratio differs slightly. On the first lead slice the spin per particle of the left-injected states is 0.021.

Inside the Rashba region these states have spin per particle (0.008, 0.066, −0.005). In equilibrium it is cancelled by the states from R. The sum over both leads is A = GΓG† = i(G − G†), which obeys Aᵀ = σyAσy, so that Tr(σA) = Tr(σᵀAᵀ) = Tr(σyσᵀσy A) = −Tr(σA) = 0 over any set of sites; this cancellation was tested. A bias fills the two sets unequally and leaves a net spin density. A spin density in the device is therefore no evidence of a polarized current in the lead.

**Two modes, and what the degeneracy does not imply**

With several modes r' consists of 2×2 blocks r'mn = r0,mn + ρmn·σ, and (5) reads r0,mn = r0,nm and ρmn = −ρnm. The rule (p·σ)(q·σ) = p·q + i(p×q)·σ gives for any block

(r0 + ρ·σ)(r0* + ρ*·σ) = |r0|² + |ρ|² + [2Re(r0*ρ) + iρ×ρ*]·σ.  (8)

With Tr(σiσj) = 2δij, equation (2) becomes s = −2Σmn[2Re(r0,mn* ρmn) + iρmn×ρmn*]. The first term cancels between (m,n) and (n,m), being a symmetric factor times an antisymmetric one. The second is even in ρ and survives. For two modes write ρ12 = u + iw with real u and w; then ρ×ρ* = −2i u×w, the two blocks add, and

s = −8 u×w.

Nothing in (5) makes u and w parallel. A path from mode 2 to mode 1 is paired with a reverse path that belongs to a different element of r', so the cancellation in u + u⁻¹ is lost. At E = 35 meV, with four modes on the left and two on the right, T = 2.540, the conductance is 98.4 μS, and P = (0.066, 0.147, −0.017) with |P| = 0.162. The bond spin current gives the same vector.

The eigenvalues of t t† at this energy are 0.3125 and 0.9576, each twice, and 2(0.3125 + 0.9576) = 2.540. This Kramers-type pairing follows from (5). The matrix M = r'σy is antisymmetric, since Mᵀ = −σy r'ᵀ = −(σy r'ᵀ σy)σy = −M, and MM† = r'r'†. Antisymmetry gives M† = −M*, hence M†M = (MM†)*. If MM†φ = μφ, then φ' = Mφ* satisfies MM†φ' = M(M†M)φ* = μφ', has squared norm μ|φ|², and is orthogonal to φ because φ†Mφ* = 0 for antisymmetric M. Applying the map twice gives MM*φ = −MM†φ = −μφ, so each eigenspace with μ > 0 splits into such pairs and has even dimension; the total dimension is even, so μ = 0 has even multiplicity too. By (1) the eigenvalues of t t† are 1 − μ and are paired in the same way. The partner φ' = r'σyφ* is the time reverse of φ followed by a reflection. For one mode that reflection is a number and the partner has the opposite spin, which is (6) again. For two modes the reflection acts on the spin, and the pairing coexists with |P| = 0.162.

**The wide lead**

The result belongs to the single-mode lead, not to the device. At 20 meV the current driven from R into the three-mode left lead has P = (0.467, −0.025, 0.364) and |P| = 0.593, at the same T. By the argument that led to (2), the left lead carries this spin current, with opposite sign, also when the bias drives electrons from L to R. The spin current differs between the two leads, which is allowed because spin is not conserved in the Rashba region.

Equation (5) links this number to t. From t' = σy tᵀ σy follows t't'† = σy (t†t)ᵀ σy, and with (4)

s' = Tr(σ t't'†) = Tr(σyσσy (t†t)ᵀ) = −Tr(σᵀ(t†t)ᵀ) = −Tr(σ t†t).

A beam from L with equal mode filling and polarization p has flux matrix 1 + p·σ and transmission T + p·Tr(σ t†t) = T − p·s'. The device thus transmits the two spin directions along s' from L with probabilities in the ratio (1 − 0.593) to (1 + 0.593), as the belief supposes. Its error is to pass from t†t, which selects among the six incoming states, to t t†, which describes the two outgoing ones. The nonzero eigenvalues of the two matrices coincide, so t†t is T/2 times a projector on two incoming states. Their spins need not cancel, but t maps them on two orthogonal outgoing states with equal weight, and two such states exhaust the spin space of one mode.

**A magnetic field**

An orbital field is added as a phase exp(−iφ y/a), φ = eBa²/ħ, on the x bonds of the region; the Zeeman term is left out. Conjugation reverses the phase, so H(B)ᵀ = σyH(−B)σy, and the steps that led to (5) give S(B) = σyS(−B)ᵀσy. For one mode r0(B) = r0(−B) and ρ(B) = −ρ(−B). From (2) and (8),

s = −4Re(r0*ρ) − 2i ρ×ρ*.  (9)

The first term is odd in B and the second even. G is analytic in B near zero, so ρ starts at order B, the odd part of s at order B and the even part at order B². Tests compare the odd and even parts of s, taken from t at ±B, with the two terms of (9), taken from r', and doubling B from 2×10⁻⁴ T multiplies the parts by 2.0000 and 4.0000.

At B = 0.5 T, φ = 0.019 rad per plaquette, T = 1.8690 and |P| = 0.035, half the bound (2 − T)/T = 0.070. The even part (0.035, 0.048, −0.012) is larger than the odd part (−0.014, 0.014, 0.015), so this field is outside the linear regime. The trace of (8) shows the sizes: |r0|² + |ρ|² = 1 − T/2 = 0.0655 and |ρ|² = 0.2468² = 0.0609, which leaves |r0|² = 0.0046, so the spin-dependent reflection dominates. With α = 0 and no Zeeman term the Hamiltonian is trivial in spin and the same field gives P = 0. A Zeeman term breaks time reversal and acts on the spin by itself, so in a real strip it changes these numbers and can give P ≠ 0 even at α = 0. Without the barrier T = 1.9948 and |P| = 9.5×10⁻⁴, under a bound of 2.6×10⁻³: a nearly transparent single-mode contact is nearly unpolarized even when time reversal is broken.

**A third terminal**

With a third lead, (5) still makes r' = r0, but unitarity reads t_RL t_RL† + t_R3 t_R3† = (1 − |r0|²)1₂. The trace with σ gives s_RL + s_R3 = 0, which constrains the sum and not the terms. In linear response with chemical potentials μ, the spin current in R is proportional to s_RL μ_L + s_R3 μ_3 = s_RL(μ_L − μ_3), and μ_R drops out because its coefficient is the spin trace of r'r'† − 1. A voltage probe draws no net current, T_3L(μ_L − μ_3) + T_3R(μ_R − μ_3) = 0, so

μ_3 = (T_3L μ_L + T_3R μ_R)/(T_3L + T_3R).

The probe is a 4-site lead with one open mode on the upper edge, at columns 8–11. With μ_L = 1 and μ_R = 0 in units of the bias, μ_3 = 1.3599/(1.3599 + 0.3582) = 0.7915. The current in R is T_RL + T_R3 μ_3 = 1.56592 + 0.35822 × 0.79150 = 1.84945. The spin current is s_RL × 0.2085, with s_RL = (−0.1333, 0.2298, −0.1881), so P = (−0.015, 0.026, −0.021) and |P| = 0.037; the bond currents agree. The probe re-emits unpolarized electrons with no memory of phase or spin, so a device with two current-carrying terminals can lose the result when such relaxation takes place in the strip. Relaxation in the one-mode wire, far enough from the junction for the closed modes to have decayed, does not polarize the current: the strip feeds the wire equal flux in both spin states and reflects without regard to spin, and nothing in the wire acts on the spin. The derivation makes no statement about other inelastic or interaction effects.

**Spin-orbit coupling in the outgoing lead**

If the Rashba term extends into R, the channels are no longer spin eigenstates and the symmetry must be restated. Choose each outgoing channel state as the time reverse of an incoming one, |out,n⟩ = Θ|in,n⟩, so that Θ|out,n⟩ = −|in,n⟩ because Θ² = −1. The time reverse of a scattering state with amplitudes (a, b = Sa) has incoming amplitudes −b* and outgoing amplitudes a*, and its closed modes still decay. Hence a* = −Sb* = −SS*a*, so S* = −S⁻¹ = −S† and Sᵀ = −S. With two outgoing channels r' is a 2×2 antisymmetric matrix with one free element η, r'r'† = |η|²1₂, and t t† = (T/2)1₂ in channel space. In the model at 20 meV both channels have filling 0.98224, with T = 1.9645.

Equal filling gives zero spin density only if the two channel spins, each weighted by 1/v, cancel, and here they do not: ⟨σy⟩ = 0.982 and −0.909, with sum 0.073. The density of a channel at given flux goes as 1/v, so with ħv/a = 37.47 and 37.25 meV the spin per particle far down the lead is (0.9823/37.47 − 0.9093/37.25)/(1/37.47 + 1/37.25) = 0.034. Perturbation theory accounts for the asymmetry. Without the term ασx ky the spin σy is conserved and the values are ±1. That term flips σy and couples subbands 1 and 2 with some matrix element g. The state σy = +1 lies at −αk and its partner at Δ + αk, a gap Δ + 2αk, where Δ = ε₂ − ε₁ = 22.3 meV; the state σy = −1 has the gap Δ − 2αk. To leading order |⟨σy⟩| = 1 − 2|g|²/gap². On the lattice αk is (α/a) sin ka, and cos ka = 1 − (20 − 8.17)/60.96 = 0.806 gives sin ka = 0.592 and 2αk = 9.5 meV. The gaps are 31.8 and 12.8 meV, and the deficits should stand in the ratio (31.8/12.8)² ≈ 6. The computed deficits 0.018 and 0.091 have ratio 5. This estimate keeps two subbands and one common k and was not tested beyond this comparison. In such a lead the symmetry fixes the channel populations, and the spin they carry is a property of the lead's band structure.

Computed values

```
m* = 0.05 m_e, a = 5.0 nm, alpha = 40.0 meV nm
device 24x12 sites, left lead 12, right lead 5, probe 4 sites wide
barrier 100.0 meV on columns 9-11, rows 0-4; probe on columns 8-11
t0 = 30.4799 meV, alpha/2a = 4.0000 meV
spin precession length 2 pi t0 a^2/alpha = 119.69 nm
left thresholds (meV): (1.77138, 6.98257, 15.33071, 26.33065, 39.34310)
right thresholds (meV): (8.16705, 30.47986, 60.95971)
e^2/h = 38.7405 microsiemens
E = 20.0 meV: open modes left 3, right 1
  T = 1.970423, G = 76.3351 microsiemens
  r0 = 0.089446+0.082390i, |r0|^2 = 0.014789, 2(1-|r0|^2) = 1.970423
  spin-flip (z basis) part of T = 1.154061
  |r' - r0| = 1.3e-15, |P| from S = 5.5e-16
  bond current = 1.970423, |bond spin current| = 7.7e-16
  spin/density of left-injected states in device = (0.00811, 0.06597, -0.00548)
  spin/density in first lead slice = 0.02112
  kappa a = 0.57828, exp(-2 kappa a) = 0.31457, slice ratio = 0.31457
  reversed flow, P in left lead = (0.46701, -0.02515, 0.36393) |P| = 0.59260
scan: max|P| 10-30 meV = 2.3e-15, max|P| 32-38 meV = 0.15799
random T-symmetric disorder: max|P| 20 meV = 7.2e-16, min|P| 35 meV = 0.10617
E = 35.0 meV: open modes left 4, right 2
  T = 2.540340, G = 98.4139 microsiemens, eigenvalues (0.31253, 0.31253, 0.95764, 0.95764)
  P = (0.06562, 0.14722, -0.01669) |P| = 0.16205
  bond spin current / bond current = (0.06562, 0.14722, -0.01669)
orbital B = 0.5 T at 20.0 meV: flux phase/plaquette = 0.01899 rad
  T = 1.868953, |rv| = 0.24679, P = (0.01145, 0.03300, 0.00139) |P| = 0.03496
  s odd in B = (-0.01392, 0.01407, 0.01472)  s even in B = (0.03532, 0.04761, -0.01211)
  bound (2-T)/T = 0.07012
  doubling B from 2e-4 T: odd ratio 2.0000, even ratio 4.0000
  same B, alpha = 0: |P| = 0.0e+00
  same B, no barrier: T = 1.994797, |P| = 9.52e-04, bound = 2.61e-03
voltage probe at 20.0 meV (mu_L = 1, mu_R = 0): probe modes 1
  T_RL = 1.56592, T_R3 = 0.35822, T_3L = 1.35985, T_3R = 0.35822
  mu_3 = 0.79150, current = 1.84945, s_RL = (-0.13328, 0.22978, -0.18814)
  s_R3 = (0.13328, -0.22978, 0.18814)  P = (-0.01503, 0.02590, -0.02121) |P| = 0.03670
Rashba right lead at 20.0 meV: T = 1.964489, channel fillings 0.982244, 0.982244
  <sigma_y> of the channels = 0.98232, -0.90930; sum = 0.07301
  hbar v/a = 37.4690, 37.2499 meV; asymptotic spin/density (y) = 0.03373
```
